\section*{The Havriliak–Negami Pulse Response as a Prabhakar Function}

\section*{From the spectrum to a measured current}

\textbf{Q.} The Havriliak--Negami formula is an empirical fit to a spectrum. Before you turn it into a function of time, what would that function mean in the laboratory?

\textbf{A.} Take a linear dielectric whose properties do not change with time. Its displacement is
\begin{equation}
D(t)=\varepsilon_0\varepsilon_\infty E(t)+\varepsilon_0\Delta\varepsilon\int_0^\infty f(t')\,E(t-t')\,dt' .
\label{eq:D}
\end{equation}
The first term is the instantaneous part, with $\varepsilon_\infty$ the high-frequency permittivity. The second is the slow part, of strength $\Delta\varepsilon$. A field pulse much shorter than the times of interest, with area $A=\int E\,dt$, leaves $D=\varepsilon_0\Delta\varepsilon A f(t)$, so $f$ is the pulse response. Its unit is an inverse time.

For a field step $E_0$ at $t=0$, the slow part of $D$ is $\varepsilon_0\Delta\varepsilon E_0\int_0^t f\,dt'$. Its derivative is the relaxation current density
\begin{equation}
j(t)=\varepsilon_0\Delta\varepsilon E_0 f(t),\qquad t>0 ,
\label{eq:j}
\end{equation}
and the instantaneous part adds a spike at $t=0$. Without dc conduction, a charging experiment therefore records the pulse response directly once the spike is over.

\textbf{Q.} And the link to the spectrum, with its sign convention?

\textbf{A.} Put $E=E_0e^{i\omega t}$ into Eq.~\eqref{eq:D}. The factor $e^{-i\omega t'}$ comes out under the integral, so
\begin{equation}
\varepsilon(\omega)=\varepsilon'-i\varepsilon''=\varepsilon_\infty+\Delta\varepsilon\int_0^\infty f(t)e^{-i\omega t}dt .
\end{equation}
The Havriliak--Negami formula sets the integral equal to $[1+(i\omega\tau)^\alpha]^{-\gamma}$. I take $0<\alpha\le1$, $\gamma>0$, $\tau>0$ and principal branches. With $u=t/\tau$, $f(t)=\varphi(u)/\tau$ and $s=i\omega\tau$, the task is to find $\varphi$ such that
\begin{equation}
\int_0^\infty\varphi(u)e^{-su}du=F(s)\equiv(1+s^\alpha)^{-\gamma}.
\label{eq:F}
\end{equation}

\section*{The series}

\textbf{Q.} $F$ is a non-integer power of a sum containing another non-integer power. How do you invert that?

\textbf{A.} Start with real $s>1$, where $s^{-\alpha}<1$. Take out the larger term and use the binomial series:
\begin{align}
F(s)&=s^{-\alpha\gamma}(1+s^{-\alpha})^{-\gamma}\nonumber\\
&=\sum_{k=0}^\infty\frac{(-1)^k(\gamma)_k}{k!}\,s^{-\alpha(\gamma+k)} .
\label{eq:binomial}
\end{align}
Here $(\gamma)_0=1$ and $(\gamma)_k=\gamma(\gamma+1)\cdots(\gamma+k-1)$. Each term is a pure power, and substituting $x=su$ in the integral for the gamma function gives
\begin{equation}
\int_0^\infty u^{b-1}e^{-su}du=\Gamma(b)\,s^{-b},\qquad b>0 .
\label{eq:power}
\end{equation}
With $b=\alpha k+\alpha\gamma$, the term $s^{-b}$ comes from $u^{b-1}/\Gamma(b)$. Hence
\begin{equation}
\varphi(u)=u^{\alpha\gamma-1}\sum_{k=0}^\infty
\frac{(\gamma)_k\,(-u^\alpha)^k}{k!\,\Gamma(\alpha k+\alpha\gamma)} .
\label{eq:series}
\end{equation}
The three-parameter Mittag-Leffler, or Prabhakar, function is
\begin{equation}
E^\gamma_{\alpha,\beta}(z)=\sum_{k=0}^\infty\frac{(\gamma)_k\,z^k}{k!\,\Gamma(\alpha k+\beta)},
\end{equation}
so Eq.~\eqref{eq:series} is the case $\beta=\alpha\gamma$, $z=-u^\alpha$:
\begin{equation}
f(t)=\frac1\tau\left(\frac t\tau\right)^{\alpha\gamma-1}
E^\gamma_{\alpha,\alpha\gamma}\!\left[-\left(\frac t\tau\right)^{\alpha}\right].
\label{eq:result}
\end{equation}

\textbf{Q.} You exchanged an infinite sum with an integral over infinite time. The terms alternate and grow with $u$. Why is that allowed?

\textbf{A.} Because the sum of the absolute values is finite. Replace every term of Eq.~\eqref{eq:series} by its modulus and transform it with Eq.~\eqref{eq:power}:
\begin{equation}
s^{-\alpha\gamma}\sum_{k=0}^\infty\frac{(\gamma)_k}{k!}s^{-\alpha k}
=s^{-\alpha\gamma}(1-s^{-\alpha})^{-\gamma}=(s^\alpha-1)^{-\gamma}.
\end{equation}
For $s>1$ this is finite, and Fubini's theorem permits the exchange. The series in time converges for every $u$: the ratio of successive coefficients has modulus
\begin{equation}
\frac{\gamma+k}{k+1}\,\frac{\Gamma(\alpha k+\beta)}{\Gamma(\alpha k+\alpha+\beta)}\sim(\alpha k)^{-\alpha}\to0 .
\end{equation}

\section*{Reaching the imaginary axis}

\textbf{Q.} You have proved the transform for real $s>1$. The spectrum lives at $s=i\omega\tau$, down to zero frequency. There the binomial series diverges.

\textbf{A.} It does: its term ratio tends to $|s|^{-\alpha}$ in modulus, which exceeds one for $|s|<1$. A second representation closes the gap. Take $\alpha<1$ first and cut the $s$ plane along the negative real axis. Off the cut, $|\arg s^\alpha|<\pi\alpha<\pi$, so $1+s^\alpha$ is never zero or negative, and $F$ is analytic.

Apply Cauchy's formula to $F(z)/(z-s)$ on a large circle joined to a contour around the cut. On a circle of radius $R$ the integrand is of order $R^{-\alpha\gamma-1}$ and the length is $2\pi R$, so the contribution vanishes as $R^{-\alpha\gamma}$. Near the origin $F\to1$, and a shrinking circle contributes nothing. On the cut put $z=-r$, and write
\begin{equation}
1+r^\alpha e^{i\pi\alpha}=\rho\,e^{i\theta},\qquad 0<\theta<\pi\alpha .
\end{equation}
Then $F=\rho^{-\gamma}e^{-i\gamma\theta}$ on the upper edge and $\rho^{-\gamma}e^{+i\gamma\theta}$ on the lower. A counterclockwise contour runs inwards along the upper edge and outwards along the lower. Since $dz/(z-s)=dr/(r+s)$, the upper edge enters with a minus sign:
\begin{align}
F(s)&=\frac1{2\pi i}\int_0^\infty
\frac{\rho^{-\gamma}(e^{i\gamma\theta}-e^{-i\gamma\theta})}{r+s}\,dr
=\int_0^\infty\frac{K(r)}{r+s}\,dr,\nonumber\\
K(r)&=\frac{\sin(\gamma\theta)}{\pi\rho^\gamma}.
\label{eq:K}
\end{align}

\textbf{Q.} That is another formula for the spectrum. What does it say about your series?

\textbf{A.} Since $1/(r+s)=\int_0^\infty e^{-(r+s)u}du$, Eq.~\eqref{eq:K} says that
\begin{equation}
g(u)=\int_0^\infty K(r)e^{-ru}dr
\label{eq:g}
\end{equation}
has the transform $F(s)$, provided the integrals may be exchanged. The test is whether $\int_0^\infty|K|/r\,dr$ is finite. At small $r$, $\theta\simeq r^\alpha\sin\pi\alpha$ and $\rho\simeq1$, so
\begin{equation}
K(r)\simeq\frac{\gamma\sin\pi\alpha}{\pi}\,r^\alpha ,
\label{eq:smallr}
\end{equation}
and $|K|/r$ is integrable at zero. At large $r$, $|K|$ is at most of order $r^{-\alpha\gamma}$, which secures the other end. In between, $\rho$ stays away from zero.

The exchange therefore holds for all $\mathrm{Re}\,s\ge0$, including $s=0$. For $s>1$, $g$ and $\varphi$ have the same transform, and both are continuous for $u>0$. By uniqueness of the Laplace transform they are the same function. So $\varphi$ is absolutely integrable, Eq.~\eqref{eq:F} holds on the imaginary axis, and the area is $F(0)=1$.

\textbf{Q.} I would still like to see numbers that could have gone wrong.

\textbf{A.} Four pairs were tested: $(\alpha,\gamma)=(0.9,0.5)$, $(0.5,0.5)$, $(0.6,1.4)$ and $(0.8,2.0)$. Numerical Laplace inversion of $F$ at $u=0.05$, $0.7$, $3$ and $10$ agreed with the series to a relative error of at most $5.6\times10^{-16}$. The forward transform was taken at $s=0$, $0.5$, $2$, $0.3i$, $i$ and $2i$, with the series up to $u=12$ and Eq.~\eqref{eq:g} beyond. It missed $F(s)$ by at most $1.4\times10^{-13}$ in absolute value.

\section*{Shape and limits}

\textbf{Q.} Is $K(r)$ a distribution of relaxation rates, then?

\textbf{A.} Only if it is nowhere negative, and then as a density in $\ln r$. The share of $\Delta\varepsilon$ that relaxes with rates between $r$ and $r+dr$, in units of $1/\tau$, is $K(r)\,dr/r$, and Eq.~\eqref{eq:K} in the limit $s\to0$ shows that these shares add up to one. If $\alpha\gamma\le1$, then $0<\gamma\theta<\pi$ and $K>0$. The response is a sum of decaying exponentials with positive weights, so it falls monotonically. If $\alpha\gamma>1$, $\gamma\theta$ climbs past $\pi$ as $r$ grows and $K$ becomes negative. Equation~\eqref{eq:result} still holds, but the response starts from zero and rises first, so a mixture of independently decaying modes with positive weights cannot produce it. For $\alpha\gamma>2$ the phase of $F(i\omega\tau)$ passes $-\pi$ as $\omega$ grows, and $\varepsilon''$ turns negative. No passive dielectric allows that, so such parameters have only a mathematical meaning here.

\textbf{Q.} What are the two ends of the decay?

\textbf{A.} At short times the $k=0$ term dominates:
\begin{equation}
\varphi(u)\simeq\frac{u^{\alpha\gamma-1}}{\Gamma(\alpha\gamma)},\qquad u\ll1 .
\label{eq:short}
\end{equation}
At long times, for $\alpha<1$, the exponential in Eq.~\eqref{eq:g} selects small $r$. Insert Eq.~\eqref{eq:smallr}:
\begin{align}
\varphi(u)&\simeq\frac{\gamma\sin\pi\alpha}{\pi}\int_0^\infty r^\alpha e^{-ru}dr
=\frac{\gamma\sin\pi\alpha}{\pi}\,\Gamma(1+\alpha)\,u^{-1-\alpha}\nonumber\\
&=\frac{\alpha\gamma}{\Gamma(1-\alpha)}\,u^{-1-\alpha},\qquad u\gg1 .
\label{eq:long}
\end{align}
The last step uses $\Gamma(1+\alpha)=\alpha\Gamma(\alpha)$ and $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$.

\textbf{Q.} For $\alpha\gamma<1$ the current diverges at $t=0$. Does the charge diverge too?

\textbf{A.} No, because $u^{\alpha\gamma-1}$ is integrable at zero. Integrate Eq.~\eqref{eq:series} term by term. Each power gives $u^b/b$ with $b=\alpha k+\alpha\gamma$, and $b\,\Gamma(b)=\Gamma(b+1)$, so the fraction of the relaxation charge delivered by time $t$ is
\begin{equation}
\Phi(u)=\int_0^u\varphi(v)\,dv=u^{\alpha\gamma}E^\gamma_{\alpha,\alpha\gamma+1}(-u^\alpha).
\label{eq:step}
\end{equation}
The case $\gamma=1$, the Cole--Cole spectrum, is a useful check. There $(1)_k/k!=1$, and with $m=k+1$
\begin{equation}
\Phi(u)=-\sum_{m=1}^\infty\frac{(-u^\alpha)^m}{\Gamma(\alpha m+1)}=1-E_\alpha(-u^\alpha),
\end{equation}
where $E_\alpha(z)=\sum_{m\ge0}z^m/\Gamma(\alpha m+1)$ is the one-parameter Mittag-Leffler function. The charge still to come is $E_\alpha(-u^\alpha)$, which becomes $e^{-u}$ for $\alpha=1$.

\section*{The gamma density}

\textbf{Q.} Your continuation excluded $\alpha=1$. How do you recover that case?

\textbf{A.} The series derivation for $s>1$ included it. For $\alpha=1$ the gamma function in the denominator of Eq.~\eqref{eq:series} is $\Gamma(\gamma+k)$, and $(\gamma)_k=\Gamma(\gamma+k)/\Gamma(\gamma)$. These cancel:
\begin{equation}
E^\gamma_{1,\gamma}(-u)=\frac1{\Gamma(\gamma)}\sum_{k=0}^\infty\frac{(-u)^k}{k!}
=\frac{e^{-u}}{\Gamma(\gamma)} .
\end{equation}
Therefore
\begin{equation}
f(t)=\frac{1}{\tau\,\Gamma(\gamma)}\left(\frac t\tau\right)^{\gamma-1}e^{-t/\tau},
\label{eq:gamma}
\end{equation}
the gamma density with shape $\gamma$ and scale $\tau$. The imaginary axis now needs no contour. Equation~\eqref{eq:power} with $s$ replaced by $1+s$ gives
\begin{equation}
\frac1{\Gamma(\gamma)}\int_0^\infty u^{\gamma-1}e^{-(1+s)u}du=(1+s)^{-\gamma}.
\end{equation}
Both sides are analytic for $\mathrm{Re}\,s>-1$, so equality on the real axis extends to $s=i\omega\tau$. This is the Cole--Davidson spectrum.

\textbf{Q.} Equation~\eqref{eq:long} has a power-law tail, and Eq.~\eqref{eq:gamma} an exponential one. Can the first turn smoothly into the second?

\textbf{A.} At a fixed time, yes. The coefficients of the series are continuous in $\alpha$, and the series converges uniformly for $\alpha$ near one. For $\gamma=0.5$, the largest difference in $\varphi$ among $u=0.3$, $1$ and $3$ is $7.8\times10^{-3}$ at $\alpha=0.99$ and $7.8\times10^{-4}$ at $\alpha=0.999$.

The approach is not uniform in time. At short times the exponents $\alpha\gamma-1$ and $\gamma-1$ differ, so the ratio of the two responses grows slowly as $u\to0$, reaching 1.06 at $u=10^{-6}$ for $\alpha=0.99$, $\gamma=0.5$, and for $\alpha\gamma<1$ their difference is unbounded there. At long times the relative departure is far larger. The tail amplitude $\alpha\gamma/\Gamma(1-\alpha)$ vanishes as $\alpha\to1$, but for any $\alpha<1$ the power law eventually exceeds the exponential. At $\alpha=0.99$, $\gamma=0.5$ and $u=20$, the response is already $5.9\times10^4$ times the gamma density.

The mean time shows the same difference. For the gamma density, $\int_0^\infty u\varphi\,du=\Gamma(\gamma+1)/\Gamma(\gamma)=\gamma$. For $\alpha<1$ the integrand falls as $u^{-\alpha}$, and the mean is infinite.

\section*{A polymer film}

\textbf{Q.} Give me a current I could measure.

\textbf{A.} Consider a poly(vinyl acetate) film at 323~K, slightly above its glass transition. Rough typical values are $\Delta\varepsilon=6$, $\varepsilon_\infty=3$, $\alpha=0.9$, $\gamma=0.5$ and $\tau=0.1$~s. A step of 1~V across 1~$\mu$m gives $E_0=0.01$~MV/cm, or $10^6$~V/m. The final relaxation charge is
\begin{equation}
\varepsilon_0\Delta\varepsilon E_0=5.31\ \mathrm{nC/cm^2}.
\end{equation}
At $t=\tau$ all powers of $u$ equal one, and the series is
\begin{equation}
\varphi(1)=0.508-0.561+0.331-0.135+0.043-\cdots=0.176 .
\end{equation}
Equation~\eqref{eq:j} then gives $j=(5.31\ \mathrm{nC/cm^2})(0.176)/(0.1\ \mathrm s)\simeq9.4$~nA/cm$^2$. Other times follow in the same way. The last column sets $\alpha=1$ with all other parameters held fixed.
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $j$ (nA/cm$^2$) & $\Phi$ & $j$, $\alpha=1$\\
0.001 & 334 & 0.14 & 297\\
0.01 & 83 & 0.38 & 86\\
0.1 & 9.4 & 0.83 & 11\\
1 & 0.048 & 0.99 & 0.00043
\end{tabular}
\end{center}
In the first three rows the two currents differ by less than a fifth. At 1~s they differ by a factor of about 110, because the gamma density has entered its exponential decay.

\textbf{Q.} Can I read both exponents off such a record?

\textbf{A.} The short-time exponent $\alpha\gamma-1=-0.55$ is accessible to within 0.02 to 0.03: at 1~ms Eq.~\eqref{eq:short} exceeds the full response by 1.8\%, and the local slope on logarithmic axes is $-0.57$. Going earlier need not help in a real film. As rough inputs, take a faster secondary relaxation of Cole--Cole form with strength 0.3, $\alpha=0.5$ and time 1~$\mu$s. It adds 6\% to the current at 0.1~ms and steepens the slope there to $-0.61$. A series resistance of 1~k$\Omega$ with an electrode of 1~cm$^2$ adds a further 3\%, and the two effects together give a slope of $-0.65$ at 0.1~ms and $-0.58$ at 1~ms. The long-time exponent $-1-\alpha=-1.9$ takes patience and a very sensitive ammeter, since the relaxation current is only about 0.4~pA/cm$^2$ at 10~s and 5~fA/cm$^2$ at 100~s. Equation~\eqref{eq:long} gives 66\% of the full response at 1~s, 96\% at 10~s and 99.5\% at 100~s.

Evaluating the series at late times also needs care. At $u=10$ the sum in Eq.~\eqref{eq:series}, before the prefactor $u^{\alpha\gamma-1}$, has a largest term of about 1660 and a value of 0.0032, which gives $\varphi(10)=9.0\times10^{-4}$. Nearly six digits cancel, so the arithmetic must carry them in reserve, or one can use Eq.~\eqref{eq:g}.

\textbf{Q.} Would a real film follow your table?

\textbf{A.} Not at late times. The model has no dc conduction. With a rough conductivity of $10^{-14}$~S/cm the leakage is 0.10~nA/cm$^2$. It equals the relaxation current at 0.74~s and is about twice as large at 1~s, so the charging current hides the power-law tail. Discharge avoids this if conduction is ohmic and uniform. After charging for much longer than both $\tau$ and the discharge times to be read, removing the field subtracts the whole step response, leakage included, from the steady leakage, and leaves $-\varepsilon_0\Delta\varepsilon E_0f(t)$.

Temperature is the other weak point. For a rough apparent activation energy of 4~eV, warming by 0.1~K shortens $\tau$ by 4.4\%. With the other parameters fixed, the current falls by 2.1\% at 0.1~s and by 5.9\% at 1~s. The parameters themselves are rough, and $\tau$ most of all, so the table shows the size and shape of the current and does not predict a particular sample.

The remaining estimates, also from rough inputs, are smaller. A faster secondary relaxation adds 0.7\% to the current at 1~ms. Dipole saturation changes the polarization by about two parts in a million. A series resistance of 1~k$\Omega$ with an electrode of 1~cm$^2$ gives a circuit time of 8~$\mu$s and raises the current at 1~ms by 0.3\%; for a power-law current this relative error falls only roughly as $1/t$. The field is about 1\% of a breakdown field of 1~MV/cm.

\textbf{Q.} One last doubt. Does this current return the spectrum you started from?

\textbf{A.} At $\omega\tau=1$ the Havriliak--Negami formula gives $\varepsilon'=7.56$ and $\varepsilon''=1.68$ for these parameters. Integrating the pulse response against $e^{-i\omega t}$ gives the same two values, and the numerical output below shows the agreement to four decimals.

\section*{Computed results}
\begin{verbatim}
Largest relative error, Laplace inversion: 5.6e-16
Largest relative error, rate integral: 1.6e-13
Largest absolute error, forward transform: 1.4e-13
Largest relative error, gamma density: 6.7e-16
gam=0.5, distance to gamma density (times tau):
  alpha=0.99: 7.832e-03   alpha=0.999: 7.793e-04
  response/gamma at t=20 tau, alpha=0.99: 5.87e+04
EXAMPLE: alpha=0.90 gam=0.50 tau=0.10 s
Strength 6.0, eps_inf 3.0, T=323 K
Thickness 1.0 um, area 1.0 cm2, step 1.0 V
Field: 0.010 MV/cm
Final relaxation charge: 5.3125 nC/cm2
Series terms at t=tau, k=0..7:
  +0.50809 -0.56107 +0.33098 -0.13546
  +0.04278 -0.01105 +0.00242 -0.00046
  sum of these 8: 0.17623   full sum: 0.17630
At t=10 tau: largest term 1663.39, sum 0.00319
t (s) | j (nA/cm2) | charge fraction | j for alpha=1 (nA/cm2)
  0.001 | 333.9 | 0.1413 | 296.7
  0.010 | 83.4 | 0.3829 | 85.76
  0.100 | 9.366 | 0.8263 | 11.03
  1.000 | 0.0477 | 0.9920 | 0.0004303
Short-time law / full response at 1 ms: 1.0176
Long-time law / full response at 1 s: 0.6632
Long-time law / full response at 10 s: 0.9603
Long-time law / full response at 100 s: 0.9950
Exponents: short -0.55, long -1.90
At omega tau=1, from formula: eps'=7.5646 eps''=1.6840
At omega tau=1, from pulse:   eps'=7.5646 eps''=1.6840
NEGLECTED EFFECTS (rough inputs)
dc conductivity 1e-14 S/cm: current 0.100 nA/cm2
  equals relaxation current at t=0.743 s
Secondary process: strength 0.3, alpha 0.5, gam 1, tau 1e-06 s
  current relative to main process at 0.001 s: 0.709 %
  current relative to main process at 0.100 s: 0.025 %
Apparent activation energy 4.0 eV, warming 0.1 K:
  change of tau: -4.35 %
  change of current at 0.1 s: -2.09 %
  change of current at 1.0 s: -5.93 %
Dipole 1.8 D in Lorentz field: energy/kT = 4.94e-03
  relative saturation of polarization: 1.6e-06
Circuit time with 1000 ohm: 7.97 us
Field / breakdown field (1 MV/cm): 0.010
\end{verbatim}
